**Smearing errors of the energy, the free energy and their average**

For Fermi-Dirac smearing \(\tau=k_BT\) at fixed electron number, the average \(A=(E+F)/2\) of internal energy \(E\) and free energy \(F=E-\tau S\) has no quadratic error. For fixed levels its quartic coefficient is \(\pi^4[7g''/360-g'^2/(72g)]\), where \(g\) is the density of states at the Fermi level and \(S\) the entropy divided by \(k_B\). The program sums occupations and entropy over a Gaussian band and asserts the quadratic coefficients to 1% and the quartic one to 0.5% at three fillings. It also asserts the entropy identity and the fourth-power law in a self-consistent two-layer model, the fixed-potential result, the cubic law for a kink, and the force relation. At \(\tau=0.1\) eV the output shows errors of 14.37 meV for \(E\), −14.41 meV for \(F\) and −0.022 meV for \(A\), per formula unit. A narrow peak at the Fermi level raises the size of the last error to 0.79 meV. In a cubic tight-binding band at the same smearing, the k mesh adds an error of 20 meV for an \(8^3\) mesh and at most 1.4 meV for the five even meshes from \(16^3\) to \(24^3\), which averaging does not remove.

## Numerical verification

```python
"""
Result under test: for Fermi-Dirac smearing tau = k_B T at fixed electron number,
    E = E0 + (pi^2/6) g tau^2 + ...,   F = E - tau S = E0 - (pi^2/6) g tau^2 + ...,
    A = (E + F)/2 = E0 + pi^4 tau^4 [7 g''/360 - g'^2/(72 g)] + ...
E: internal energy, S: entropy / k_B, E0: zero-temperature energy,
g, g', g'': density of states (both spins) and its derivatives at the Fermi level.
Model: Gaussian band, 10 states per formula unit (f.u.), energies in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import entr, expit, zeta
from scipy.stats import norm

KB = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]
STATES, WIDTH, ELECTRONS = 10.0, 2.0, 1.0
PI = np.pi


def thermal(levels, weights, electrons, tau):
    """Chemical potential, sum of occupied level energies, entropy."""
    def excess(mu):
        return weights @ expit((mu - levels) / tau) - electrons
    mu = brentq(excess, levels.min() - 5, levels.max() + 5, xtol=1e-14, rtol=1e-14)
    filled = expit((mu - levels) / tau)
    empty = expit((levels - mu) / tau)
    return mu, weights @ (levels * filled), weights @ (entr(filled) + entr(empty))


def gaussian_band(width, states=STATES, centre=0.0, step=0.005):
    """Dense quadrature points of a Gaussian density of states."""
    half = int(round(10 * width / step))
    x = step * np.arange(-half, half + 1)
    return centre + x, step * states * norm.pdf(x / width) / width


def ground(width, electrons):
    """Fermi level and zero-temperature energy of the Gaussian band."""
    z = norm.ppf(electrons / STATES)
    return width * z, -STATES * width * norm.pdf(z)


def dos_terms(width, electrons):
    z = norm.ppf(electrons / STATES)
    g = STATES * norm.pdf(z) / width
    return g, -z * g / width, (z * z - 1) * g / width**2


def quartic_coefficient(g, g1, g2):
    return PI**4 * (7 * g2 / 360 - g1**2 / (72 * g))


def errors(width, electrons, tau):
    """Errors of E, F and their average against the zero-temperature energy."""
    _, energy, entropy = thermal(*gaussian_band(width), electrons, tau)
    e0 = ground(width, electrons)[1]
    return np.array([energy, energy - tau * entropy, energy - tau * entropy / 2]) - e0


# Sommerfeld integrals from the thermal window -df/dx
def window(x):
    return expit(x) * expit(-x)


moment2 = 2 * quad(lambda x: x**2 / 2 * window(x), 0, 60)[0]
moment4 = 2 * quad(lambda x: x**4 / 24 * window(x), 0, 60)[0]
assert abs(moment2 - PI**2 / 6) < 1e-7
assert abs(moment4 - 7 * PI**4 / 360) < 1e-7

# Zero-temperature energy checked by direct quadrature
mu0, e0 = ground(WIDTH, ELECTRONS)
direct = quad(lambda e: e * STATES * norm.pdf(e / WIDTH) / WIDTH, -20, mu0)[0]
assert abs(direct - e0) < 1e-7

# Quadratic and quartic coefficients at three fillings
for filling in (1.0, 3.0, 5.0):
    g, g1, g2 = dos_terms(WIDTH, filling)
    coarse, fine = errors(WIDTH, filling, 0.05), errors(WIDTH, filling, 0.025)
    assert abs(fine[0] / 0.025**2 / (PI**2 * g / 6) - 1) < 0.01
    assert abs(fine[1] / 0.025**2 / (-PI**2 * g / 6) - 1) < 0.01
    # Extrapolation removes the relative tau^2 correction to the quartic law
    measured = (4 * fine[2] / 0.025**4 - coarse[2] / 0.05**4) / 3
    expected = quartic_coefficient(g, g1, g2)
    assert abs(measured / expected - 1) < 0.005
    if filling == ELECTRONS:
        measured_quartic = measured

g, g1, g2 = dos_terms(WIDTH, ELECTRONS)
c4 = quartic_coefficient(g, g1, g2)
levels, weights = gaussian_band(WIDTH)
mu_shift = thermal(levels, weights, ELECTRONS, 0.1)[0] - mu0
mu_shift_formula = -PI**2 / 6 * 0.1**2 * g1 / g
assert abs(mu_shift / mu_shift_formula - 1) < 0.05

print(f"band: {STATES:.0f} states/f.u., rms width {WIDTH:.1f} eV, {ELECTRONS:.0f} electron/f.u.")
print(f"Fermi level from band centre: {mu0:.4f} eV; E0 = {e0:.5f} eV/f.u.")
print(f"g = {g:.4f} /eV, g' = {g1:.4f} /eV^2, g'' = {g2:.4f} /eV^3 (per f.u.)")
print(f"quadratic coefficient pi^2 g/6 = {PI**2 * g / 6:.4f} /eV")
print(f"quartic coefficient: formula {c4:.4f}, from sums {measured_quartic:.4f} /eV^3")
print(f"mu shift at 0.1 eV: sums {1e3*mu_shift:.3f}, formula {1e3*mu_shift_formula:.3f} meV")
print("errors in meV/f.u.: tau(eV), T(K), E, F, average, quartic formula")
for tau in (0.05, 0.1, 0.2, 0.4):
    de, df, da = 1e3 * errors(WIDTH, ELECTRONS, tau)
    print(f"  {tau:.2f} {tau/KB:6.0f} {de:10.4f} {df:10.4f} {da:9.5f} {1e3*c4*tau**4:9.5f}")
example = errors(WIDTH, ELECTRONS, 0.1)
print(f"average error at 0.1 eV: {example[2]/HARTREE:.3e} Hartree/f.u.")

# Energy difference between two structures, and forces along the width
NARROW = 0.95 * WIDTH
difference = errors(NARROW, ELECTRONS, 0.1) - example
assert abs(difference[2]) < 0.05 * abs(difference[1])
print(f"error of energy difference, width {NARROW:.2f} minus {WIDTH:.2f} eV, tau 0.1 eV:")
print("  E {:.4f}, F {:.4f}, average {:.5f} meV/f.u.".format(*(1e3 * difference)))


def energies_at_width(width):
    """E, F and average for fixed scaled levels of a band of given width."""
    _, e, s = thermal(levels * width / WIDTH, weights, ELECTRONS, 0.1)
    return np.array([e, e - 0.1 * s, e - 0.05 * s])


dw = 1e-3
slopes = (energies_at_width(WIDTH + dw) - energies_at_width(WIDTH - dw)) / (2 * dw)
hellmann_feynman = energies_at_width(WIDTH)[0] / WIDTH
assert abs(slopes[1] - hellmann_feynman) < 1e-7
slope_error = slopes - e0 / WIDTH
assert abs(slope_error[2]) < 0.02 * abs(slope_error[1])
print(f"slope error d/d(width), tau 0.1 eV: F {1e3*slope_error[1]:.4f}, "
      f"average {1e3*slope_error[2]:.4f} meV/eV")


# Fixed chemical potential
def fixed_mu(tau):
    f, h = expit((mu0 - levels) / tau), expit((levels - mu0) / tau)
    n, e = weights @ f, weights @ (levels * f)
    s = weights @ (entr(f) + entr(h))
    naive = e - tau * s / 2 - e0
    grand = naive - mu0 * (n - ELECTRONS)
    return naive, grand


naive_fine, grand_fine = fixed_mu(0.025)
grand_coarse = fixed_mu(0.05)[1]
grand_c4 = (4 * grand_fine / 0.025**4 - grand_coarse / 0.05**4) / 3
assert abs(naive_fine / 0.025**2 / (mu0 * g1 * PI**2 / 6) - 1) < 0.01
assert abs(grand_c4 / (7 * PI**4 * g2 / 360) - 1) < 0.005
naive, grand = fixed_mu(0.1)
print(f"fixed mu, tau 0.1 eV: (E+F)/2 error {1e3*naive:.3f} meV/f.u.,")
print(f"  grand-potential average error {1e3*grand:.5f} meV/f.u.")

# Self-consistent charge transfer q = (n_a - n_b)/2 between two layers
OFFSET, CHARGING = 1.0, 2.0


def layered(tau):
    """Total energy, entropy, eigenvalue sum and q; tau = 0 uses closed forms."""
    def at_transfer(q):
        shift = OFFSET / 2 + CHARGING * q / 2
        if tau == 0:
            shifts = np.array([shift, -shift])
            mu = brentq(lambda m: STATES / 2 * norm.cdf((m - shifts) / WIDTH).sum()
                        - ELECTRONS, -15, 15, xtol=1e-14, rtol=1e-14)
            z = (mu - shifts) / WIDTH
            n = STATES / 2 * norm.cdf(z)
            band = np.sum(shifts * n - STATES / 2 * WIDTH * norm.pdf(z))
            return (n[0] - n[1]) / 2, band, 0.0
        both = np.concatenate([levels + shift, levels - shift])
        half = np.concatenate([weights, weights]) / 2
        mu, band, entropy = thermal(both, half, ELECTRONS, tau)
        occupied = half * expit((mu - both) / tau)
        m = len(levels)
        return (occupied[:m].sum() - occupied[m:].sum()) / 2, band, entropy
    q = brentq(lambda t: at_transfer(t)[0] - t, -0.5, 0.5, xtol=1e-14, rtol=1e-14)
    _, band, entropy = at_transfer(q)
    return band - CHARGING * q**2 / 2, entropy, band, q


layer0 = layered(0)


def layer_errors(tau):
    total, entropy, band, _ = layered(tau)
    return total - tau * entropy / 2 - layer0[0], band - tau * entropy / 2 - layer0[2]


fine, coarse = layer_errors(0.025), layer_errors(0.05)
power_total = np.log2(abs(coarse[0] / fine[0]))
power_band = np.log2(abs(coarse[1] / fine[1]))
assert abs(power_total - 4) < 0.1
assert abs(power_band - 2) < 0.1
up, down, middle = layered(0.101), layered(0.099), layered(0.1)
free_slope = ((up[0] - 0.101 * up[1]) - (down[0] - 0.099 * down[1])) / 0.002
assert abs(free_slope + middle[1]) < 1e-5
layer_example = layer_errors(0.1)
print(f"two layers: offset {OFFSET:.1f} eV, charging energy {CHARGING:.1f} eV, "
      f"q = {layer0[3]:.4f}")
print(f"  dF/dtau = {free_slope:.6f}, -S = {-middle[1]:.6f} at tau 0.1 eV")
print(f"  power of tau: total energy {power_total:.3f}, eigenvalue sum {power_band:.3f}")
print(f"  average error at 0.1 eV: total {1e3*layer_example[0]:.5f}, "
      f"eigenvalue sum {1e3*layer_example[1]:.4f} meV/f.u.")

# Kink g0 + s|e - mu0|: excitation energies of electrons and holes are equal
G0, KINK = 0.9, 0.5


def kink_average_error(tau):
    def integrand(x):
        f, h = expit(-x), expit(x)
        return (G0 + KINK * tau * x) * (x * f - (entr(f) + entr(h)) / 2)
    return 2 * tau**2 * quad(integrand, 0, 60, epsabs=1e-12, limit=200)[0]


for tau in (0.05, 0.1):
    assert abs(kink_average_error(tau) / (0.75 * zeta(3) * KINK * tau**3) - 1) < 1e-4
print(f"kink: g0 = {G0:.1f} /eV, s = {KINK:.1f} /eV^2, tau 0.1 eV: "
      f"average error {1e3*kink_average_error(0.1):.4f} meV/f.u.")

# Narrow interface peak centred on the Fermi level and half filled
PEAK_STATES, PEAK_WIDTH = 0.2, 0.2
peak_levels, peak_weights = gaussian_band(PEAK_WIDTH, PEAK_STATES, mu0)
all_levels = np.concatenate([levels, peak_levels])
all_weights = np.concatenate([weights, peak_weights])
_, e, s = thermal(all_levels, all_weights, ELECTRONS + PEAK_STATES / 2, 0.1)
peak_e0 = e0 + PEAK_STATES * (mu0 / 2 - PEAK_WIDTH * norm.pdf(0))
peak_error = e - 0.05 * s - peak_e0
assert abs(peak_error) > 10 * abs(example[2])
print(f"narrow peak: {PEAK_STATES:.1f} states, rms width {PEAK_WIDTH:.1f} eV, tau 0.1 eV: "
      f"average error {1e3*peak_error:.4f} meV")

# Finite k meshes for a cubic tight-binding band of equal rms width
HOPPING = WIDTH / np.sqrt(6)


def mesh_average(n, tau):
    c = -2 * HOPPING * np.cos(2 * PI * (np.arange(n // 2) + 0.5) / n)
    band = (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()
    w = np.full(band.size, STATES / band.size)
    _, energy, entropy = thermal(band, w, ELECTRONS, tau)
    return energy - tau * entropy / 2


room = 300 * KB
worst = {}
print(f"cubic band, hopping {HOPPING:.4f} eV; mesh error of average in meV/f.u.:")
for tau in (room, 0.1, 0.2):
    reference = mesh_average(160, tau)
    mesh_error = {n: mesh_average(n, tau) - reference for n in (8, 16, 18, 20, 22, 24)}
    worst[tau] = max(abs(mesh_error[n]) for n in (16, 18, 20, 22, 24))
    print(f"  tau {tau:.4f} eV: 8^3 mesh {1e3*mesh_error[8]:.4f}, "
          f"worst of 16^3 to 24^3 {1e3*worst[tau]:.5f}")
assert worst[room] > 3 * worst[0.2]

room_error = errors(WIDTH, ELECTRONS, room)
print(f"real electronic thermal energy at 300 K: E - E0 = {1e3*room_error[0]:.4f} meV/f.u.")
print("every check passed")
```

Running it gives:

```
band: 10 states/f.u., rms width 2.0 eV, 1 electron/f.u.
Fermi level from band centre: -2.5631 eV; E0 = -3.50997 eV/f.u.
g = 0.8775 /eV, g' = 0.5623 /eV^2, g'' = 0.1409 /eV^3 (per f.u.)
quadratic coefficient pi^2 g/6 = 1.4434 /eV
quartic coefficient: formula -0.2205, from sums -0.2205 /eV^3
mu shift at 0.1 eV: sums -10.507, formula -10.540 meV
errors in meV/f.u.: tau(eV), T(K), E, F, average, quartic formula
  0.05    580     3.6044    -3.6072  -0.00138  -0.00138
  0.10   1160    14.3678   -14.4121  -0.02214  -0.02205
  0.20   2321    56.6672   -57.3814  -0.35707  -0.35285
  0.40   4642   213.9136  -225.2421  -5.66425  -5.64557
average error at 0.1 eV: -8.137e-07 Hartree/f.u.
error of energy difference, width 1.90 minus 2.00 eV, tau 0.1 eV:
  E 0.7486, F -0.7560, average -0.00369 meV/f.u.
slope error d/d(width), tau 0.1 eV: F 7.1839, average 0.0333 meV/eV
fixed mu, tau 0.1 eV: (E+F)/2 error -23.588 meV/f.u.,
  grand-potential average error 0.02581 meV/f.u.
two layers: offset 1.0 eV, charging energy 2.0 eV, q = -0.1502
  dF/dtau = -0.283553, -S = -0.283553 at tau 0.1 eV
  power of tau: total energy 4.001, eigenvalue sum 2.044
  average error at 0.1 eV: total -0.02144, eigenvalue sum -0.1467 meV/f.u.
kink: g0 = 0.9 /eV, s = 0.5 /eV^2, tau 0.1 eV: average error 0.4508 meV/f.u.
narrow peak: 0.2 states, rms width 0.2 eV, tau 0.1 eV: average error -0.7882 meV
cubic band, hopping 0.8165 eV; mesh error of average in meV/f.u.:
  tau 0.0259 eV: 8^3 mesh 25.1605, worst of 16^3 to 24^3 3.54554
  tau 0.1000 eV: 8^3 mesh 20.2762, worst of 16^3 to 24^3 1.40812
  tau 0.2000 eV: 8^3 mesh 10.9324, worst of 16^3 to 24^3 0.19612
real electronic thermal energy at 300 K: E - E0 = 0.9644 meV/f.u.
every check passed
```
